# Multilevel Bisection with Early Rejection: Why Any Fixed Coarse Action Works

A segment of an imaginary-time path has three movable beads. A proposed change, drawn from the free-particle distribution, lowers the potential part of its action by 0.0845. That proposal already accounts for the kinetic part, so an ordinary Metropolis test, applied once to the finished proposal, would accept with probability 1. Multilevel bisection accepts the same proposal with probability 0.776, because it consults a crude approximate action on the way. Yet it samples the same distribution as the ordinary test.

The explanation lies in the reverse move. Detailed balance fixes the ratio of forward and reverse acceptances, not their individual values. Bisection lowers both by the same factor and, in return, can abandon a bad proposal before most of its beads have been placed.

## The three-bead segment

Hartree atomic units are used, with $\hbar=1$. A particle of mass $m=1$ moves in one dimension in the potential

$$V(x)=\tfrac12x^2+x^4 .$$

Imaginary time is cut into steps $\tau$, here $\tau=0.25$ hartree$^{-1}$. The segment has four links. Its ends are held at $x=0$, and its interior beads are $x_1,x_2,x_3$. With $\lambda=1/(2m)$, the free-particle density matrix is

$$\rho_0(a,b;t)=\frac{1}{\sqrt{4\pi\lambda t}}\exp\left[-\frac{(a-b)^2}{4\lambda t}\right].$$

In the primitive approximation the segment has the weight

$$\pi_2=\rho_0(0,x_1;\tau)\,\rho_0(x_1,x_2;\tau)\,\rho_0(x_2,x_3;\tau)\,\rho_0(x_3,0;\tau)\,e^{-U_2},$$

$$U_2=\tau[V(x_1)+V(x_2)+V(x_3)].$$

Potential terms at the ends would be constant during the move, so they are omitted. This $\pi_2$ is the target: the distribution at finite $\tau$, including its time-step error.

Bisection first places the middle bead $x_2$, then $x_1$ and $x_3$. After the first stage only two links exist, each of duration $2\tau$. We give this coarse path the weight

$$\pi_1=\rho_0(0,x_2;2\tau)\,\rho_0(x_2,0;2\tau)\,e^{-U_1},\qquad U_1=2\tau V(x_2).$$

It is only an approximation to the effect of the missing beads. Integrating $x_1$ and $x_3$ out of $\pi_2$ gives a potential action that rises from its value at $x_2=0$ by 0.026 at $x_2=0.3$ and by 0.279 at $x_2=0.8$, while $U_1$ rises by 0.027 and 0.365: close near the centre, too large farther out. Whether that matters is the question.

### Placing a midpoint

Let a new bead $x$ be placed between neighbours $a$ and $b$, each separated from it by time $t$. Set $c=(a+b)/2$. Expanding the squares about $c$, where the cross terms cancel, gives

$$(a-x)^2+(x-b)^2=2(x-c)^2+\tfrac12(a-b)^2 .$$

In the ratio $\rho_0(a,x;t)\rho_0(x,b;t)/\rho_0(a,b;2t)$ the exponent is therefore

$$-\frac{2(x-c)^2+\frac12(a-b)^2}{4\lambda t}+\frac{(a-b)^2}{8\lambda t}
=-\frac{(x-c)^2}{2\lambda t}.$$

The prefactor is $\sqrt{8\pi\lambda t}/(4\pi\lambda t)=1/\sqrt{2\pi\lambda t}$. Hence

$$\frac{\rho_0(a,x;t)\,\rho_0(x,b;t)}{\rho_0(a,b;2t)}
=\frac{1}{\sqrt{2\pi\lambda t}}\exp\left[-\frac{(x-c)^2}{2\lambda t}\right]. \tag{1}$$

This is a normalized Gaussian with mean $c$ and variance $\lambda t$. We draw the new beads from it. The middle bead has variance $\lambda(2\tau)=0.25$ bohr$^2$; each later bead has variance $\lambda\tau=0.125$ bohr$^2$ about the midpoint of its neighbours.

Call the two proposal densities $T_1$ and $T_2$, and let $\pi_0=\rho_0(0,0;4\tau)$, a constant. Equation (1), applied once at the first stage and twice at the second, gives

$$\frac{\pi_1}{\pi_0}=T_1e^{-U_1},\qquad
\frac{\pi_2}{\pi_1}=T_2e^{-(U_2-U_1)} . \tag{2}$$

The kinetic factors are wholly accounted for by the proposal. What remains at the second stage is the correction from the coarse potential action to the fine one.

### The two tests

Let $\Delta U_k=U_k(\text{new})-U_k(\text{old})$. The stages are passed with probabilities

$$A_1=\min(1,e^{-\Delta U_1}),\qquad
A_2=\min\left(1,e^{-(\Delta U_2-\Delta U_1)}\right).$$

If either test fails, all three old beads are restored. Take

$$\text{old}=(0.4,\,0.8,\,0.3),\qquad \text{new}=(0.5,\,0.3,\,-0.6)\ \text{bohr}.$$

The middle bead moves from 0.8 to 0.3, so

$$\Delta U_1=0.5\,[V(0.3)-V(0.8)]=0.5\,(0.0531-0.7296)=-0.3383 .$$

For all three beads,

$$\Delta U_2=0.25\,[(0.1875+0.0531+0.3096)-(0.1056+0.7296+0.0531)]=-0.0845 .$$

The first stage looks very favourable, and the second withdraws part of the advantage:

$$A_1=1,\qquad A_2=e^{-(-0.0845+0.3383)}=0.776 .$$

For the reverse move both changes of action reverse sign:

$$A_1^{\rm rev}=e^{-0.3383}=0.713,\qquad A_2^{\rm rev}=1 .$$

The ratio of total acceptances is $0.7759/0.7130=1.088=e^{0.0845}$, as the target demands. A one-shot test would have used 1 forward and $e^{-0.0845}=0.919$ backward. Bisection has multiplied both by 0.776.

The numerical check also compares the complete flows, meaning old weight times proposal density times acceptance. It uses the full kinetic action without the cancellation in equation (2). Both directions give $3.686\times10^{-3}$, in the same unnormalized units.

## The general move

A segment now has $M=2^L$ links. Its fixed ends form $s_0$. Level $k$ contains the $2^{k-1}$ beads that halve the intervals left by level $k-1$; call them $s_k$. After level $k$ the spacing is

$$\tau_k=2^{L-k}\tau .$$

A segment configuration is $s=(s_0,s_1,\ldots,s_L)$, and a prime marks the proposal, with $s'_0=s_0$. Each level has a weight $\pi_k(s_0,\ldots,s_k)$. The last, $\pi_L$, is the target. The others are approximations of our choosing, and $\pi_0$ depends on fixed coordinates alone. In the shorthand $\pi_k(s)$, the function reads only the beads through level $k$.

The proposal density $T_k(s_k|s_0,\ldots,s_{k-1})$ is normalized over $s_k$; we abbreviate it as $T_k(s)$. Assume first that all weights and proposal densities are positive and finite. Define

$$g_k(s)=\frac{\pi_k(s)}{\pi_{k-1}(s)\,T_k(s)} . \tag{3}$$

The move is as follows.

1. Choose a segment by a rule independent of the bead positions, and keep a copy of its old beads.
2. For $k=1,2,\ldots,L$, draw $s'_k$ from $T_k(s'_k|s'_0,\ldots,s'_{k-1})$.
3. With a fresh random number at each level, continue with probability
$$A_k(s\to s')=\min\left[1,\frac{g_k(s')}{g_k(s)}\right]. \tag{4}$$
4. At the first failure, stop and restore the entire old segment. If level $L$ passes, install the entire new segment.

A rejected move leaves the old path as the next state of the chain, and that state is counted again in averages.

### Proof of detailed balance

For any $r>0$,

$$\frac{\min(1,r)}{\min(1,1/r)}=r . \tag{5}$$

If $r\le1$, the numerator is $r$ and the denominator is 1. If $r>1$, the numerator is 1 and the denominator is $1/r$. Setting $r=g_k(s')/g_k(s)$ gives, at each level,

$$\frac{A_k(s\to s')}{A_k(s'\to s)}=\frac{g_k(s')}{g_k(s)} . \tag{6}$$

Now let $s'\ne s$. A failure restores $s$, so the sole route to $s'$ is to propose all its levels and pass every test. The transition density is

$$P(s\to s')=\prod_{k=1}^{L}T_k(s')\,A_k(s\to s') . \tag{7}$$

Divide by the reverse density and use equation (6):

$$\frac{P(s\to s')}{P(s'\to s)}
=\prod_{k=1}^{L}\frac{T_k(s')}{T_k(s)}\,\frac{g_k(s')}{g_k(s)}
=\prod_{k=1}^{L}\frac{\pi_k(s')/\pi_{k-1}(s')}{\pi_k(s)/\pi_{k-1}(s)} .$$

The proposal densities have cancelled against those in $g_k$. Each intermediate weight now occurs once in a numerator and once in a denominator for the same configuration, so the product telescopes:

$$\frac{P(s\to s')}{P(s'\to s)}
=\frac{\pi_L(s')/\pi_0(s')}{\pi_L(s)/\pi_0(s)}
=\frac{\pi_L(s')}{\pi_L(s)} . \tag{8}$$

The last equality holds because $s'_0=s_0$. Thus

$$\pi_L(s)P(s\to s')=\pi_L(s')P(s'\to s).$$

For $s'=s$ this is an identity, whatever probability the rejections contribute. No property of the coarse weights as approximations was used.

Summing over old states, with integrals for continuous beads, gives invariance:

$$\sum_s\pi_L(s)P(s\to s')=\pi_L(s')\sum_sP(s'\to s)=\pi_L(s').$$

The weight of the whole path is $\pi_L$ times a factor containing only unmoved beads. Each segment move therefore preserves the whole-path distribution, and so does a position-independent random choice among segments.

### The form used for paths

With free-particle links of duration $\tau_k$ and a potential action $U_k$, let

$$\pi_k=\left[\prod_{\text{links}}\rho_0(\tau_k)\right]e^{-U_k},\qquad U_0=0 .$$

Applying equation (1) to every new midpoint gives $\pi_k/\pi_{k-1}=T_k\exp[-(U_k-U_{k-1})]$. Therefore $g_k=\exp[-(U_k-U_{k-1})]$ and

$$A_k=\min\left\{1,\exp[-(\Delta U_k-\Delta U_{k-1})]\right\},\qquad \Delta U_0=0 . \tag{9}$$

The exponents add up to $-\Delta U_L$. Each level tests only what the previous levels have not yet charged for.

## What "any coarse action" means

The coarse weight need not be normalized: a constant factor in $\pi_k$ cancels between $s$ and $s'$. It need not even be normalizable, since it is evaluated only at individual configurations. Four requirements remain.

**The coarse weight must not exclude allowed paths.** If the target is positive for some completion of a coarse path, the coarse weight there must be positive and finite. The proposal must also be able to generate every allowed path. If either condition fails, the flows still balance, but only because both vanish: a zero of $T_k$ or of a coarse weight at an allowed path makes one of its $g$ factors infinite, so the test (4) blocks the way out of the excluded set, and no move leads into it. The chain then cannot sample the whole target. Forbidden regions of the target, such as a hard wall, cause no difficulty: proposals into them are rejected.

**The previous weight must be divided out.** Suppose the factor $\pi_{k-1}$ is omitted from equation (3). The proof then runs with $g_k=\pi_k/T_k$, nothing telescopes, and a fixed segment samples $\prod_{k=1}^L\pi_k$ instead of $\pi_L$.

**Rejection must restore the whole segment.** If coarse beads survive a later failure, the chain enters a mixture of new coarse and old fine beads whose target weight has never been tested. Equation (7) no longer lists all routes between states.

**The function must be the same in both directions.** A coarse action may depend on beads outside the segment, because they do not move. It may not depend on which path is currently the old one. Otherwise the ratio in the reverse test is in general not the reciprocal of the forward ratio, and equation (6) fails.

The proof and the last three requirements were tested on seven beads with two positions each, which gives $2^7=128$ states and a transition matrix that can be written out in full. For 200 random sets of coarse weights and proposals, the largest imbalance of flow was about $10^{-18}$, which is rounding error. Violations of those three requirements were then introduced separately. Starting from the target distribution, one move changed the probabilities by a summed absolute amount of 0.094 without the division, 0.216 with coarse beads kept after a last-level failure, and 0.010 with an old-path-dependent coarse action. The correct rule gave about $10^{-16}$. The sizes belong to this random model; that they are not zero is the point.

## The price and the saving

Let $r_k=g_k(s')/g_k(s)$. The product $\prod_k\min(1,r_k)$ cannot exceed 1, since no factor does. It cannot exceed $\prod_kr_k$ either, since $\min(1,r_k)\le r_k$. Hence

$$\prod_{k=1}^{L}\min(1,r_k)\le\min\left(1,\prod_{k=1}^{L}r_k\right). \tag{10}$$

The right side is the one-shot acceptance for the same proposal. Early rejection can equal it but not beat it. The opening example shows the loss: a gain at level 1 cannot be saved up to pay for a cost at level 2, because the first probability is capped at 1.

The return is lower cost. If $q_k$ is the probability of reaching level $k$, with $q_1=1$, the mean number of beads placed per attempt is

$$B=\sum_{k=1}^{L}2^{k-1}q_k . \tag{11}$$

A one-shot test always places $2^L-1$ beads. If all failures occur at the last level, $B$ has the same value and nothing is saved. If they all occur at the first, each failed attempt costs one bead. A useful coarse action therefore finds doomed proposals early without rejecting many good ones.

There is an ideal choice. Let $\pi_k$ be the marginal of the target, obtained by summing or integrating $\pi_L$ over all finer beads. Then $\pi_k/\pi_{k-1}$ is the conditional density of $s_k$ given the coarser beads. If $T_k$ is that same density, $g_k=1$ and every level passes. The finite model confirms that each move then draws an independent segment from the target. With the free-particle $T_k$, marginal weights alone do not remove rejection.

A bad coarse action can be slow even though it is correct. At the last level of equation (9), an old path with unusually large $e^{-(U_L-U_{L-1})}$ is hard to leave, since most replacements have a smaller value. Invariance does not guarantee quick exploration, nor does it guarantee that all paths are reached; for that, the chosen segments must between them move every bead.

In the finite model the second-largest eigenvalue of the transition matrix measures a slow decay: that mode shrinks by this factor per move. It was 0.9861 for the one-shot test, 0.9894 for one set of moderately random coarse weights, and 0.9995 for one strongly random set. A mode with eigenvalue $\mu$ decays by a factor $e$ in $-1/\ln\mu$ moves, here about 70, 90 and 2000.

## A closed path with four levels

Take the same particle and potential at inverse temperature $\beta=4$ hartree$^{-1}$. The closed path has 32 beads, so $\tau=4/32=0.125$ hartree$^{-1}$. Each move rebuilds a randomly placed segment of 16 links, with $L=4$ and $1+2+4+8=15$ interior beads.

At the last level the potential action uses the true $V$. At the first three it uses a coarse potential $V_c$:

$$U_k=\tau_k\sum_{\text{beads through level }k}V_c(x)\qquad(k<4).$$

Four choices were run. Zero makes the first three tests automatic and reproduces the one-shot method. The others are $V$, $V/2$, and a deliberately misplaced well $\frac12(x-1)^2$, which breaks the left-right symmetry of the problem.

| $V_c$ | $\langle x^2\rangle$ (bohr²) | accepted | beads per attempt |
|---|---|---|---|
| 0 | 0.2567 ± 0.0003 | 0.590 | 15.00 |
| $V$ | 0.2559 ± 0.0004 | 0.397 | 7.97 |
| $V/2$ | 0.2561 ± 0.0003 | 0.487 | 9.71 |
| misplaced | 0.2562 ± 0.0004 | 0.321 | 9.66 |

The uncertainties are standard errors from the scatter of 1500 walkers, which share one random sequence of segment positions but draw their beads and tests separately. After 300 discarded moves, $x^2$ was recorded every fourth move for 1100 moves; the errors, and the costs derived from them below, refer to this recording interval. A product of matrices on a grid, without sampling, gives 0.2563 bohr² for the same 32-bead path. All four runs agree with it within two standard errors, including the run guided by the wrong well.

Diagonalizing the Hamiltonian gives 0.2573 bohr² for $\tau\to0$. The 32-bead value is thus about 0.4% below the continuum value. Halving $\tau$ reduces this difference by a factor of 3.97, close to the 4 expected of an error proportional to $\tau^2$. The choice of coarse action has no part in this error; it comes from the target at the last level.

For $V_c=V$ the successive pass fractions are 0.700, 0.743, 0.837 and 0.911. The probabilities of reaching the levels are therefore

$$q_1=1,\quad q_2=0.700,\quad q_3=0.700\times0.743=0.520,\quad q_4=0.520\times0.837=0.435 .$$

Equation (11) gives

$$B=1+2(0.700)+4(0.520)+8(0.435)=7.96,$$

in agreement with the tabulated 7.97 to rounding. The total acceptance is $0.435\times0.911=0.396$, again the tabulated 0.397 to rounding. An accepted move costs $7.97/0.397=20.1$ beads, against $15/0.590=25.4$ for the one-shot test.

Beads per accepted move do not measure how quickly averages improve, because longer waits between acceptances also correlate the samples. A fairer figure is the number of beads needed for equal statistical error in $\langle x^2\rangle$, proportional to $B$ times the squared standard error. Relative to one-shot sampling it is 0.91 for $V$, 0.84 for $V/2$ and 1.11 for the misplaced well.

A variance estimated from 1500 walkers has a relative uncertainty of roughly $\sqrt{2/1500}\approx4\%$, so a ratio of two is uncertain by about 5%. The saving with $V/2$ is resolved; the difference between $V$ and $V/2$ is not. The saving is modest in this smooth, one-dimensional problem, where more than half of the one-shot proposals succeed anyway.

These costs count beads, not elapsed time. They represent work well when evaluating $V$ at new beads dominates and old values are stored. Evaluations of a separate coarse potential, as for the misplaced well, are extra.

Finally, for $V_c=V$ the potential factor $e^{-U_{k-1}}$ of the previous weight was no longer divided out, while its kinetic factor still was, so that level $k$ used $\Delta U_k$ in place of $\Delta U_k-\Delta U_{k-1}$. The result was $\langle x^2\rangle=0.1687$ bohr², 34% below the correct 32-bead value. The direction can be understood from a fixed segment, whose potential action becomes $U_1+U_2+U_3+U_4$. Its central bead is charged $(8+4+2+1)\tau V=15\tau V$ instead of $\tau V$, which confines it far too strongly. The misplaced well, used with the correct ratios, gave the right answer at a measured cost 11% above the one-shot cost, an excess of only about twice its uncertainty; the true potential, used with the wrong ratios, gave the wrong answer.

## Numbers as computed

```
FINITE MODEL
states: 128; random coarse actions tried: 200
largest flow imbalance: 1.1e-18
second eigenvalue, one-shot: 0.9861
second eigenvalue, random coarse scale 1: 0.9894
second eigenvalue, random coarse scale 4: 0.9995
drift per move, correct rule: 1.4e-16
drift, previous weight not divided out: 0.0935
drift, coarse beads kept on failure: 0.2160
drift, old-path-dependent coarse action: 0.0096
ONE MOVE, ends at 0 bohr, tau = 0.25 1/hartree, mass 1
old beads (bohr): 0.4 0.8 0.3 | new beads (bohr): 0.5 0.3 -0.6
change of U_1: -0.3383; change of U_2: -0.0845
forward pass probabilities: 1.0000, 0.7759
reverse pass probabilities: 0.7130, 1.0000
forward/reverse acceptance: 1.0882
one-shot forward acceptance: 1.0000
flow forward: 3.686078e-03; reverse: 3.686078e-03
CLOSED PATH, V = x^2/2 + x^4 (hartree, x in bohr)
beta = 4.0 1/hartree; beads 32; tau = 0.125 1/hartree
links per segment 16; levels 4
walkers 1500; burn-in moves 300; counted 1100
<x^2> at this tau, matrix product: 0.25625 bohr^2
<x^2> for tau -> 0, diagonalization: 0.25733 bohr^2
time-step error ratio on halving tau: 3.97
coarse potential: one-shot (zero)
  <x^2> = 0.25674 +- 0.00027 bohr^2
  pass fraction by level: 1.000 1.000 1.000 0.590
  accepted 0.590; beads/attempt 15.00; beads/accepted 25.4
  bead cost at equal error, one-shot = 1: 1.00
coarse potential: V
  <x^2> = 0.25586 +- 0.00036 bohr^2
  pass fraction by level: 0.700 0.743 0.837 0.911
  accepted 0.397; beads/attempt 7.97; beads/accepted 20.1
  bead cost at equal error, one-shot = 1: 0.91
coarse potential: V/2
  <x^2> = 0.25605 +- 0.00031 bohr^2
  pass fraction by level: 0.773 0.828 0.899 0.846
  accepted 0.487; beads/attempt 9.71; beads/accepted 19.9
  bead cost at equal error, one-shot = 1: 0.84
coarse potential: misplaced well
  <x^2> = 0.25618 +- 0.00036 bohr^2
  pass fraction by level: 0.758 0.837 0.908 0.556
  accepted 0.321; beads/attempt 9.66; beads/accepted 30.1
  bead cost at equal error, one-shot = 1: 1.11
no telescoping: <x^2> = 0.16871 +- 0.00019 bohr^2
its bias in standard errors: 466
```
